# Minimum, basin and runaway directions of the Li-Nunes-Vanderbilt functional: a program that tests the result

```python
"""
Result under test: for Omega(D) = Tr[(3 D^2 - 2 D^3) A], A = H - mu,
the only local minimum is P, the projector on the levels of H below mu.
Gradient flow dD/dt = -G reaches P from a D commuting with H exactly when
each filled level starts with occupation > 0 and each empty one with < 1.
For noncommuting D, all eigenvalues strictly between 0 and 1 suffice.
Outside, occupations run away in finite flow time and Omega -> -infinity.
Symbols: D trial density matrix (real symmetric, one spin channel),
H Hamiltonian (eV), mu chemical potential (eV), G gradient of Omega,
e level energies relative to mu (eV), U eigenvectors of H.
"""
import itertools
import numpy as np
from scipy.integrate import solve_ivp

rng = np.random.default_rng(7)
hoppings = [-2.0, -1.0, -2.0]
mu = 0.4
H = np.diag(hoppings, 1) + np.diag(hoppings, -1)
size = len(H)
A = H - mu * np.eye(size)
e, U = np.linalg.eigh(A)
filled = (e < 0).astype(float)
P = U @ np.diag(filled) @ U.T


def omega(D):
    D2 = D @ D
    return np.trace((3 * D2 - 2 * D2 @ D) @ A)


def gradient(D):
    DA = D @ A
    AD = DA.T
    return 3 * (DA + AD) - 2 * (D @ DA + DA @ D + AD @ D)


def random_symmetric():
    M = rng.normal(size=(size, size))
    return (M + M.T) / 2


def random_rotation():
    return np.linalg.qr(rng.normal(size=(size, size)))[0]


def with_occupation(level, value):
    occupations = filled.copy()
    occupations[level] = value
    return U @ np.diag(occupations) @ U.T


def flow(start, duration=12.0, limit=1e5):
    """Integrate the matrix gradient flow; report runaway, time, final D."""
    def rhs(t, y):
        return -gradient(y.reshape(size, size)).ravel()

    def escaped(t, y):
        return np.abs(np.linalg.norm(y)) - limit
    escaped.terminal = True
    sol = solve_ivp(rhs, (0, duration), start.ravel(), method="DOP853",
                    rtol=1e-9, atol=1e-11, events=escaped)
    assert sol.status >= 0
    return sol.status == 1, sol.t[-1], sol.y[:, -1].reshape(size, size)


def reaches_P(D):
    return np.linalg.norm(D - P) < 1e-6


# Gradient against central differences of Omega
for _ in range(5):
    D, X = random_symmetric(), random_symmetric()
    h = 1e-4
    slope = (omega(D + h * X) - omega(D - h * X)) / (2 * h)
    assert abs(slope - np.trace(gradient(D) @ X)) < 1e-5
    K = 3 * A - 2 * A @ D - D @ A
    assert np.allclose(gradient(D), K @ D + D @ K.T, atol=1e-10)

# Orthonormal basis of symmetric matrices for the numerical Hessian
basis = []
for i in range(size):
    for j in range(i, size):
        B = np.zeros((size, size))
        B[i, j] = B[j, i] = 1.0 if i == j else np.sqrt(0.5)
        basis.append(B)


def hessian_values(D):
    """Central second differences, free of truncation error for a cubic."""
    h = 0.5
    M = np.zeros((len(basis), len(basis)))
    for k, X in enumerate(basis):
        for m in range(k, len(basis)):
            Y = basis[m]
            M[k, m] = M[m, k] = (
                omega(D + h * (X + Y)) - omega(D + h * (X - Y))
                - omega(D - h * (X - Y)) + omega(D - h * (X + Y))
            ) / (4 * h * h)
    return np.linalg.eigvalsh(M)


minima = []
for occ in itertools.product([0, 1], repeat=size):
    D = U @ np.diag(occ).astype(float) @ U.T
    assert np.linalg.norm(gradient(D)) < 1e-10
    numerical = hessian_values(D)
    predicted = []
    for i in range(size):
        for j in range(i, size):
            if occ[i] == occ[j]:
                predicted.append(3 * (1 - 2 * occ[i]) * (e[i] + e[j]))
            else:
                predicted.append((e[i] - e[j]) * (occ[j] - occ[i]))
    assert np.allclose(numerical, sorted(predicted), atol=1e-9)
    if numerical[0] > 0:
        minima.append(occ)
assert len(minima) == 1 and np.array_equal(minima[0], filled)
curvatures = hessian_values(P)

# A stationary point that does not commute with H, and is not a minimum
homo = int(filled.sum()) - 1
lumo = homo + 1
weight = e[lumo] / (e[lumo] - e[homo])
v = np.sqrt(weight) * U[:, homo] + np.sqrt(1 - weight) * U[:, lumo]
D_odd = 1.5 * np.outer(v, v)
odd_gradient = np.linalg.norm(gradient(D_odd))
odd_commutator = np.linalg.norm(D_odd @ H - H @ D_odd)
odd_curvature = hessian_values(D_odd)[0]
assert odd_gradient < 1e-10 and odd_commutator > 0.1 and odd_curvature < -0.1

# Motion of the eigenvalues of a noncommuting D along the flow
Q = random_rotation()
d = np.array([-0.7, 0.2, 0.8, 1.6])
D = Q @ np.diag(d) @ Q.T
h = 1e-5
moved = [np.linalg.eigvalsh(D - sign * h * gradient(D)) for sign in (1, -1)]
rates = (moved[0] - moved[1]) / (2 * h)
assert np.allclose(rates, -6 * np.diag(Q.T @ A @ Q) * d * (1 - d), atol=1e-4)

# Basin edge of each level by bisection, and blow-up time beyond it
edges, measured_times, formula_times, barriers = [], [], [], []
for level in range(size):
    low, high = -1.0, 2.0
    low_runs = flow(with_occupation(level, low))[0]
    assert low_runs != flow(with_occupation(level, high))[0]
    for _ in range(16):
        middle = (low + high) / 2
        runs, _, end = flow(with_occupation(level, middle))
        assert runs or reaches_P(end)
        if runs == low_runs:
            low = middle
        else:
            high = middle
    edges.append((low + high) / 2)
    assert abs(edges[-1] - (0 if filled[level] else 1)) < 1e-4
    far = 50.0 if filled[level] else -49.0
    runs, _, end = flow(with_occupation(level, far))
    assert not runs and reaches_P(end)
    outside = -0.25 if filled[level] else 1.25
    runs, time, _ = flow(with_occupation(level, outside))
    assert runs
    measured_times.append(time)
    formula_times.append(np.log(1 + 1 / 0.25) / (6 * abs(e[level])))
    assert abs(time - formula_times[-1]) < 1e-5
    ray = np.linspace(0, 1.5, 301)
    sign = -1 if filled[level] else 1
    heights = [omega(with_occupation(level, filled[level] + sign * t))
               - omega(P) for t in ray]
    barriers.append(max(heights))
    assert abs(barriers[-1] - abs(e[level])) < 1e-10

# Noncommuting starts inside the box, half of them close to projectors
box_runs = 24
for trial in range(box_runs):
    if trial % 2:
        d = rng.uniform(0.02, 0.98, size)
    else:
        d = rng.choice([0.01, 0.99], size)
    Q = random_rotation()
    runs, _, end = flow(Q @ np.diag(d) @ Q.T, duration=30.0)
    assert not runs and reaches_P(end)

# Lower bound for spectra between -1/2 and 3/2, and its failure outside
for _ in range(2000):
    Q = random_rotation()
    D = Q @ np.diag(rng.uniform(-0.5, 1.5, size)) @ Q.T
    assert omega(D) >= omega(P) - 1e-10
assert omega(with_occupation(homo, -0.51)) < omega(P)
assert omega(with_occupation(lumo, 1.51)) < omega(P)

# Cubic coefficient along any ray; pure rotations are exactly quadratic
for _ in range(5):
    X = random_symmetric()
    f = [omega(P + t * X) for t in range(4)]
    cubic = (f[3] - 3 * f[2] + 3 * f[1] - f[0]) / 6
    assert abs(cubic + 2 * np.trace(X @ X @ X @ A)) < 1e-8
X = np.outer(U[:, homo], U[:, lumo])
X = X + X.T
for t in (-3.0, 0.7, 5.0):
    rise = omega(P + t * X) - omega(P)
    assert abs(rise - (e[lumo] - e[homo]) * t * t) < 1e-9

# Fixed-step descent: a second, outer edge appears
alpha = 1 / (6 * np.max(np.abs(e)))
outer_edges = []
for level in range(size):
    s = 6 * alpha * abs(e[level])
    outer = 1 + 1 / s
    outer_edges.append(outer if filled[level] else 1 - outer)
    for x, should_converge in ((0.01, True), (-0.01, False),
                               (outer - 0.01, True), (outer + 0.01, False)):
        D = with_occupation(level, x if filled[level] else 1 - x)
        for _ in range(300):
            D = D - alpha * gradient(D)
            if np.max(np.abs(D)) > 1e3:
                break
        assert reaches_P(D) == should_converge
        assert (np.max(np.abs(D)) > 1e3) == (not should_converge)

print("hoppings (eV):", *hoppings, "; mu (eV):", mu)
print("levels of H (eV):", *np.round(e + mu, 4))
print("levels relative to mu, e (eV):", *np.round(e, 4))
print("filled levels (one spin):", int(filled.sum()))
print(f"Omega at P (eV): {omega(P):.4f}")
print("commuting projectors tested:", 2 ** size, "; minima:", len(minima))
print("Hessian eigenvalues at P (eV):", *np.round(curvatures, 4))
print(f"Hessian condition number: {curvatures[-1] / curvatures[0]:.3f}")
print("noncommuting stationary point D = 1.5 v v^T:")
print(f"  weight of highest filled level in v: {weight:.4f}")
print(f"  commutator norm with H (eV): {odd_commutator:.4f}")
print(f"  lowest Hessian eigenvalue (eV): {odd_curvature:.4f}")
print("per level: basin edge by bisection, ray barrier (eV),")
print("  blow-up time measured and by formula (1/eV), start 0.25 outside")
for i in range(size):
    print(f"  level {i + 1}: {edges[i]:.4f}  {barriers[i]:.4f}  "
          f"{measured_times[i]:.5f}  {formula_times[i]:.5f}")
print("highest filled level: occupation, Omega - Omega(P) (eV)")
for value in (1.0, 0.5, 0.0, -0.5, -1.0, -2.0):
    excess = omega(with_occupation(homo, value)) - omega(P)
    print(f"  {value:5.1f}  {excess + 0.0:10.4f}")
print("random noncommuting starts in the box, all reaching P:", box_runs)

site_occupations = [0.9, 0.2, 0.7, 0.4]
D_site = np.diag(site_occupations)
print("site-diagonal start, occupations:", *site_occupations)
print(f"  commutator norm with H (eV): "
      f"{np.linalg.norm(D_site @ H - H @ D_site):.4f}")
print("  time (1/eV), Omega (eV), |D-P|, min and max eigenvalue of D")
previous = np.inf
for time in (0.0, 0.1, 0.5, 1.0, 3.0):
    D = D_site if time == 0 else flow(D_site, time)[2]
    values = np.linalg.eigvalsh(D)
    assert values[0] > -1e-8 and values[-1] < 1 + 1e-8
    if time <= 0.5:
        assert values[0] > 0 and values[-1] < 1
    assert omega(D) < previous + 1e-9
    previous = omega(D)
    print(f"  {time:.1f}  {omega(D):.5f}  {np.linalg.norm(D - P):.2e}  "
          f"{abs(values[0]):.6f}  {values[-1]:.6f}")
print(f"fixed step alpha (1/eV): {alpha:.5f}")
print("outer basin edge of each level at this step:",
      *np.round(outer_edges, 4))
print("tests ok")
```

Printed output:

```
hoppings (eV): -2.0 -1.0 -2.0 ; mu (eV): 0.4
levels of H (eV): -2.5616 -1.5616 1.5616 2.5616
levels relative to mu, e (eV): -2.9616 -1.9616 1.1616 2.1616
filled levels (one spin): 2
Omega at P (eV): -4.9231
commuting projectors tested: 16 ; minima: 1
Hessian eigenvalues at P (eV): 3.1231 4.1231 4.1231 5.1231 6.9693 9.9693 11.7693 12.9693 14.7693 17.7693
Hessian condition number: 5.690
noncommuting stationary point D = 1.5 v v^T:
  weight of highest filled level in v: 0.3719
  commutator norm with H (eV): 3.2020
  lowest Hessian eigenvalue (eV): -17.7693
per level: basin edge by bisection, ray barrier (eV),
  blow-up time measured and by formula (1/eV), start 0.25 outside
  level 1: 0.0000  2.9616  0.09057  0.09057
  level 2: 0.0000  1.9616  0.13675  0.13675
  level 3: 1.0000  1.1616  0.23093  0.23093
  level 4: 1.0000  2.1616  0.12410  0.12410
highest filled level: occupation, Omega - Omega(P) (eV)
    1.0      0.0000
    0.5      0.9808
    0.0      1.9616
   -0.5     -0.0000
   -1.0     -7.8462
   -2.0    -52.9619
random noncommuting starts in the box, all reaching P: 24
site-diagonal start, occupations: 0.9 0.2 0.7 0.4
  commutator norm with H (eV): 2.2672
  time (1/eV), Omega (eV), |D-P|, min and max eigenvalue of D
  0.0  -0.88480  1.14e+00  0.200000  0.900000
  0.1  -3.47589  7.19e-01  0.152902  0.945434
  0.5  -4.88898  1.34e-01  0.001427  0.999914
  1.0  -4.92213  2.46e-02  0.000002  1.000000
  3.0  -4.92311  4.61e-05  0.000000  1.000000
fixed step alpha (1/eV): 0.05628
outer basin edge of each level at this step: 2.0 2.5098 -2.5496 -1.3701
tests ok
```
